Linear dependence of Fermi orbitals and the nodes of the Slater determinant

**1. Two orbitals**

Take two electrons of the same spin in two real orthonormal orbitals ψ₁ and ψ₂. Choose two points a₁ and a₂, called descriptors, and collect the orbital values there in two vectors,

u = (ψ₁(a₁), ψ₂(a₁)),  v = (ψ₁(a₂), ψ₂(a₂)).

The density matrix ρ(r,r') = ψ₁(r)ψ₁(r') + ψ₂(r)ψ₂(r') then has the values u·u, v·v and u·v at the descriptors. The determinant of these values is

ρ(a₁,a₁)ρ(a₂,a₂) − ρ(a₁,a₂)²
 = (u₁² + u₂²)(v₁² + v₂²) − (u₁v₁ + u₂v₂)²
 = u₁²v₂² + u₂²v₁² − 2u₁u₂v₁v₂
 = (u₁v₂ − u₂v₁)².  (1)

The terms u₁²v₁² and u₂²v₂² cancelled between the second and third lines. The normalized two-electron determinant is Φ(a₁,a₂) = (u₁v₂ − u₂v₁)/√2, so the right side of (1) is 2Φ².

The Fermi orbital of a descriptor is the density matrix with one argument fixed there, divided by the square root of the density. Here the two Fermi orbitals are

F₁ = (u₁ψ₁ + u₂ψ₂)/|u|,  F₂ = (v₁ψ₁ + v₂ψ₂)/|v|.

They are unit vectors in the plane spanned by ψ₁ and ψ₂, and they are dependent when u and v are parallel, which is when (1) vanishes.

If both orbitals are s functions about one nucleus, their values depend on the distance from the nucleus alone. Two descriptors at equal distances then give u = v and F₁ = F₂, even if they lie on opposite sides of the atom. Keeping descriptors apart therefore does not ensure independence.

**2. The determinant identity**

Let ψ₁,…,ψ_N be orthonormal occupied orbitals of one spin, real or complex. Define

ρ(r,r') = Σ_k ψ_k(r)ψ_k*(r'),  ρ(r) = ρ(r,r),  (2)

Φ(r₁,…,r_N) = det[ψ_k(r_i)]/√(N!).  (3)

For descriptors a₁,…,a_N, let A be the matrix with elements A_ik = ψ_k(a_i): rows belong to descriptors, columns to orbitals. Equation (2) gives

R_ij ≡ ρ(a_i,a_j) = Σ_k A_ik A_jk* = (AA†)_ij.  (4)

The determinant of a product of square matrices is the product of their determinants, and det A† = (det A)*. Hence

det R = |det A|² = N! |Φ(a₁,…,a_N)|².  (5)

This holds for every choice of positions. A unitary change of the occupied orbitals multiplies det A by a phase and leaves both sides unchanged.

The factor N! can be checked by integrating over all positions. Writing det A and its conjugate as sums over permutations P and Q gives

∫ det R da₁…da_N = Σ_P Σ_Q sgn(P)sgn(Q) Π_i ∫ψ_Q(i)*(r)ψ_P(i)(r)dr.  (6)

By orthonormality the product is one if P = Q and zero otherwise. The N! surviving terms each equal one, so the integral is N!, in agreement with ∫|Φ|² = 1. Physically, det R is the density for finding one electron at each descriptor, irrespective of which electron is where, in the single-determinant state.

**3. From the identity to linear dependence**

Assume now that ρ(a_i) > 0 at every descriptor. The Fermi orbitals are

F_i(r) = ρ(r,a_i)/√ρ(a_i) = Σ_k ψ_k(r)ψ_k*(a_i)/√ρ(a_i).  (7)

Their overlaps follow from the idempotency of the density matrix:

∫ρ(a_i,r)ρ(r,a_j)dr
 = Σ_k Σ_l ψ_k(a_i) [∫ψ_k*(r)ψ_l(r)dr] ψ_l*(a_j)
 = Σ_k ψ_k(a_i)ψ_k*(a_j) = ρ(a_i,a_j).  (8)

Since ρ(r,a_i)* = ρ(a_i,r), this gives

S_ij = ⟨F_i|F_j⟩ = ρ(a_i,a_j)/√(ρ(a_i)ρ(a_j)).  (9)

In particular S_ii = 1. The denominators take a factor 1/√ρ(a_i) out of each row and the same factor out of each column of R. Using (5),

det S = N! |Φ(a₁,…,a_N)|² / Π_i ρ(a_i).  (10)

It remains to connect det S with dependence. For any coefficients c_i,

‖Σ_i c_i F_i‖² = Σ_ij c_i* S_ij c_j = c†Sc.  (11)

If det S = 0, there is a nonzero c with Sc = 0. The norm in (11) is then zero, so Σc_iF_i = 0 and the orbitals are dependent. Conversely, if Σc_jF_j = 0 with c ≠ 0, projection on each F_i gives (Sc)_i = 0, and det S = 0. Together with (10) this proves that, for positive densities at the descriptors, the Fermi orbitals are dependent if and only if Φ(a₁,…,a_N) = 0.

Equation (11) also shows that the eigenvalues of S are not negative. Their sum is the trace N, so their mean is one. The geometric mean cannot exceed the arithmetic mean, whence

0 ≤ det S ≤ 1.  (12)

The upper limit requires all eigenvalues to be one, thus S = 1 and orthonormal Fermi orbitals. Unlike det R, which carries the dimension of an inverse volume to the power N, det S is a dimensionless measure of independence.

The condition ρ(a_i) > 0 is needed. If the density vanishes at a descriptor, every occupied orbital vanishes there, a row of A is zero and Φ = 0, but F_i in (7) is undefined. Nor need the limit be dependent. Consider the oscillator pair in two dimensions, in oscillator units,

ψ_x = √(2/π) x exp(−r²/2),  ψ_y = √(2/π) y exp(−r²/2),

with descriptors at (ε,0) and (0,ε), ε > 0. At the first point ψ_y vanishes, so F₁ = ψ_x; likewise F₂ = ψ_y. Thus det S = 1 for every ε, while det R = (4/π²)ε⁴exp(−2ε²) tends to zero. For ε = 0.001 the numerical values are det R = 4.05×10⁻¹³ and det S = 1.000000. The small numerator in (10) is matched by an equally small denominator.

**4. The missing orbital**

The same criterion has a picture in ordinary space. Let v be any function in the occupied space. The density matrix acts on it as the identity, ∫ρ(r,r')v(r')dr' = v(r), so

⟨F_i|v⟩ = ∫ρ(a_i,r)v(r)dr/√ρ(a_i) = v(a_i)/√ρ(a_i).  (13)

If the N Fermi orbitals are dependent, they span fewer than N dimensions. The occupied space then contains a nonzero v orthogonal to all of them, and by (13) this v vanishes at every descriptor. Conversely, if a nonzero occupied-space orbital vanishes at every descriptor, all N Fermi orbitals lie in the (N−1)-dimensional space orthogonal to it and must be dependent.

Dependence therefore means that some occupied-space orbital has all the descriptors on its own zero set. The Fermi orbitals miss this orbital. For two s functions and descriptors on a sphere of radius R it is, up to normalization,

v(r) = ψ₂(R)ψ₁(r) − ψ₁(R)ψ₂(r).

Coinciding descriptors are a special case: they give two equal Fermi orbitals.

**5. When the zeros form a surface**

For real orbitals Φ is real and changes sign when two descriptors are exchanged. A continuous path from a configuration with Φ ≠ 0 to its exchanged copy must therefore cross a zero. In three dimensions the path can avoid all coincidences: a coincidence a_i = a_j imposes three conditions and cannot separate the configuration space. So for N ≥ 2 there are zeros with all descriptors distinct. Wherever the gradient of Φ is nonzero, the single real condition Φ = 0 defines a surface of dimension 3N − 1.

For complex orbitals, Φ = 0 is generally two real conditions, and away from coincidences the zero set generically has two dimensions fewer than the configuration space (in one dimension, as on the ring below, a coincidence is itself a zero fixed by a single condition). An exception is a complex unitary mixture of real orbitals, whose determinant is a constant phase times a real function.

Waves on a ring show the difference. Take ψ_m(θ) = exp(imθ)/√(2π) with m = 0, 1, 3, and put z_i = exp(iθ_i). The determinant with rows (1, z_i, z_i³) is antisymmetric, so it is divisible by

V = (z₂−z₁)(z₃−z₁)(z₃−z₂).

It has degree four and V has degree three. The quotient is symmetric and of degree one, hence c(z₁+z₂+z₃). The term z₂z₃³ has coefficient one in the determinant. In the product it arises from the term z₂z₃² of V, with coefficient one, times cz₃; V has no term z₃³. Thus c = 1. With ρ(θ) = 3/(2π),

det S = |V(z₁+z₂+z₃)|²/(2π)³ / [3/(2π)]³ = |V|²|z₁+z₂+z₃|²/27.  (14)

Apart from coincidences, the zeros require z₁+z₂+z₃ = 0. Three unit vectors sum to zero when they form an equilateral arrangement. There each pair is √3 apart and |V|² = 3³ = 27. Fix z₁ to remove the common rotation and shift the other angles by δ₂ and δ₃. To leading order

det S ≈ |z₂δ₂ + z₃δ₃|² = δ₂² + δ₃² − δ₂δ₃ ≥ (δ₂² + δ₃²)/2,  (15)

because the angle between z₂ and z₃ is 120° and 2δ₂δ₃ ≤ δ₂² + δ₃². The zero is an isolated point. On a circle of radius 0.05 rad around it, (15) gives a minimum of 0.00125; the smallest det S computed at 72 equally spaced points of this circle is 0.001249. One can walk around such a zero, whereas a real node that separates regions of opposite sign has to be crossed.

**6. Loewdin orbitals across a real node**

Fermi-Loewdin orbitals are obtained by symmetric orthogonalization of the F_i. For real orbitals define

B_ik = ψ_k(a_i)/√ρ(a_i),  F_i = Σ_k B_ik ψ_k,  S = BBᵀ.  (16)

The orthonormal orbitals are

φ_i = Σ_k U_ik ψ_k,  U = S^(−1/2)B,  (17)

since UUᵀ = S^(−1/2) S S^(−1/2) = 1.

Move the descriptors along a smooth path with parameter t, and let Φ have a simple zero at t = 0. As the densities are positive, det B has one too. The magnitude of det B is the product of the singular values of B. Each singular value that vanishes at t = 0 is at most of order |t|, so a simple zero permits one of them to vanish. Let w and v be the corresponding unit vectors at t = 0: Bᵀw = 0 and Bv = 0. Here w is the null vector of S, and v holds the coefficients of the missing orbital.

Follow these vectors smoothly in t and let the singular value carry a sign, σ(t) = w(t)ᵀB(t)v(t). In its derivative at t = 0, the terms with w' and v' drop out because Bv = 0 and wᵀB = 0. Therefore

σ(t) = κt + O(t²),  κ = wᵀB'(0)v,  λ_min(S) = σ² ≈ κ²t².  (18)

The zero is simple, so κ ≠ 0. The matrix S^(−1/2) contains the term wwᵀ/|σ| and diverges as 1/|t|. In U this divergence is cancelled by the factor σ in B, but the sign survives:

U = U₀ + (σ/|σ|) wvᵀ.  (19)

U₀ collects the other singular vectors and is continuous. Across the node U jumps by 2wvᵀ, up to the overall sign. On the two sides the limiting orbitals are

φ_i^± = χ_i ± w_i v,  ⟨χ_i|v⟩ = 0,  ‖χ_i‖² = 1 − w_i²,  (20)

where v now denotes the orbital itself. The overlap of an orbital with its continuation is

⟨φ_i^−|φ_i^+⟩ = (1 − w_i²) − w_i² = 1 − 2w_i².  (21)

The individual densities change by 4w_iχ_i v. Their sum does not change, because U is orthogonal on both sides and Σφ_i² = ρ. A functional of the total density is therefore continuous, while a functional of the orbital densities may jump. If Φ touches zero without changing sign, the simple-zero argument does not apply.

**7. Four descriptors on a sphere: neon**

Consider a free neon atom, with N = 5 orbitals per spin: s₁(r), s₂(r) and three p orbitals p(r)n, where n is the unit vector of direction. Place one descriptor at the nucleus and four at distance R in directions n_i. Rotate the two s orbitals into a pair c(r), g(r) such that g(0) = 0. This rotation can be chosen with determinant one. The nuclear row of A becomes (c(0),0,0,0,0), and expansion along it gives

det A = c(0) det[g(R), p(R)n_i] = c(0)g(R)p(R)³ det[1, n_i].  (22)

The last determinant is six times the signed volume of the tetrahedron with corners n_i. If the radial factors are nonzero, the Fermi orbitals are dependent exactly when the four corners n_i lie in one plane, which need not contain the nucleus, that is, when the outer descriptors lie on one circle.

Let three of them form the base of a regular tetrahedron, at height cos β₀ = −1/3 and azimuths 0°, 120° and 240°. The fourth starts at the apex and descends through polar angle β at azimuth 60°. With a fixed base the volume is proportional to the height cos β + 1/3, which is 4/3 at the start. The densities at the descriptors stay constant, so

Φ(β)/Φ(0) = (1 + 3cos β)/4,
det S(β)/det S(0) = [(1 + 3cos β)/4]².  (23)

The numbers below use the local density approximation (Slater exchange, Perdew-Wang correlation) in the cc-pVTZ basis, with R = 0.40 Å. At the tetrahedron det R = 3.00625×10⁵ Å⁻¹⁵, and the explicit sum over permutations gives |Φ|² = 2505.208 Å⁻¹⁵. The ratio is 120 = 5!. The spin density is 1995.598 Å⁻³ at the nucleus and 3.55814 Å⁻³ at the outer descriptors, so (10) gives

det S = 3.00625×10⁵/(1995.598 × 3.55814⁴) = 0.940.

The tetrahedral Fermi orbitals are thus far from dependent, though not orthonormal: the core-outer overlaps have magnitude 0.10, the outer-outer overlaps 0.07, and the eigenvalues of S lie between 0.87 and 1.33. The Gaussian basis cannot form the nuclear cusp, which affects the density at the nucleus but not the identity. The digits above belong to cc-pVTZ and serve to check the identity. In larger bases (quadruple zeta and beyond) the density at the nucleus rises to 2027–2052 Å⁻³, the outer density falls to 3.53 Å⁻³, det R falls to 2.94–2.99×10⁵ Å⁻¹⁵ and det S to 0.936–0.937.

At β = 90° equation (23) gives (1/4)² = 0.0625, as computed. The node is at β₀ = 109.47°. There the smallest distance between descriptors is still 0.377 Å, yet the lowest eigenvalue of S is zero to rounding while the next is 0.88. The missing orbital is a mixture of g and p_z that vanishes on the circle and, since g(0) = 0, at the nucleus. Its magnitude at the former apex is 1.868 Å^(−3/2) in this basis (1.86 in larger ones).

This value fixes the approach to the node. On the sphere the missing orbital is proportional to the height above the base plane, so at the fourth descriptor its slope with β has magnitude

1.868 × (3/4) × sin β₀ = 1.401 × 0.943 = 1.321 Å^(−3/2) per radian.

The null vector w follows from Bᵀw = 0. All outer rows have the same s parts and the same density, so the g column requires their weights to sum to zero; the c column then gives zero weight to the nucleus. If e(α) is the horizontal unit vector at azimuth α, then e(0°) + e(120°) = e(60°) and e(240°) = −e(60°). Hence

2e(0°) + 2e(120°) − e(240°) − 3e(60°) = (2 + 1 − 3)e(60°) = 0,  (24)

and 2 + 2 − 1 − 3 = 0 as well. The squared norm of these weights is 18, so w_i² = 2/9, 2/9, 1/18 and 1/2, the last for the moving descriptor. Only that descriptor's row of B changes, and (18) gives

κ² = (1/2) × 1.321²/3.558 = 0.245.

At 0.1° = 0.001745 rad past the node the prediction is λ_min = 7.47×10⁻⁷; the computed value is 7.46×10⁻⁷. Doubling the angle multiplies it by 3.998, close to the leading-order factor of four.

By (21) the overlaps across the node are 5/9, 5/9 and 8/9 for the base orbitals, zero for the moving one and one for the core. The computed values are 0.5556, 0.5556, 0.8889, −0.0001 and 1.0000, for a total step of 0.02° across the node. The orbital attached to the moving descriptor becomes orthogonal to its former self.

This jump reaches the Perdew-Zunger self-interaction correction,

E_SIC = −Σ_iσ {U[n_iσ] + E_xc[n_iσ,0]},  (25)

where n_iσ = |φ_iσ|² and U[n] is the Coulomb self-repulsion, not the matrix U of (17). It is evaluated here with fixed LDA orbitals and the same descriptors for both spins. Just before the node it is −26.21 eV, just past it −26.90 eV. The Coulomb part changes by −1.47 eV and the exchange-correlation part by +0.78 eV, together −0.69 eV. At β = 90° the same angular step changes the correction by 0.0007 eV, so the change at the node is not an ordinary slope. These are energies of a model functional without self-consistent relaxation of the orbitals; they illustrate the discontinuity and are not a reference for neon. Their last digits are not converged. Larger bases raise the two energies by 0.03 to 0.13 eV and give a jump of −0.67 to −0.68 eV (Coulomb −1.45, exchange-correlation +0.78). In cc-pVTZ a finer integration grid moves the exchange-correlation change by about 0.003 eV, to +0.79 eV.

A node need not produce an energy jump. Put the four outer descriptors on a circle whose plane contains the nucleus, and call this plane z = 0. The missing orbital is then p_z. The remaining parts χ_i in (20) contain s, p_x and p_y and are even under z → −z, while p_z is odd. Reflection turns φ_i^+ into φ_i^−, so (25) has the same limit on both sides although the orbitals jump. A continuous energy therefore does not show that the descriptors have avoided a node; for fixed real orbitals, a change in the sign of Φ along a continuous path shows that a node was crossed. If the densities at the descriptors stay positive, det S staying above zero along the whole path shows that none was met. When the orbitals are recomputed along the path, their arbitrary signs must be matched before the signs of Φ are compared. In a system with both spins the condition applies to each spin channel separately. The numerical output below gives the remaining points of the path.

Calculated quantities

```
Neon atom, LDA, cc-pVTZ; orbitals per spin N = 5
radius of outer descriptors: 0.40 angstrom
spin density at nucleus: 1995.598 angstrom^-3
spin density at outer descriptors: 3.55814 angstrom^-3
tetrahedron, det rho(a_i,a_j): 3.006250e+05 angstrom^-15
tetrahedron, |Phi|^2 by permutations: 2.505208e+03 angstrom^-15
ratio det rho / |Phi|^2: 120.000000
tetrahedron, det S: 0.939856
beta(deg)  Phi/Phi(0)  detS/detS(0)  closed form  lambda_min(S)
     0     1.000000     1.000000     1.000000   8.681429e-01
    60     0.625000     0.390625     0.390625   2.104560e-01
    90     0.250000     0.062500     0.062500   3.081020e-02
   105     0.055886     0.003123     0.003123   1.528227e-03
   115    -0.066964     0.004484     0.004484   2.208822e-03
   150    -0.399519     0.159615     0.159615   8.434980e-02
   180    -0.500000     0.250000     0.250000   1.379042e-01
node at beta = 109.4712 deg
smallest descriptor distance at node: 0.3771 angstrom
two lowest eigenvalues of S at node: 1.6e-16 (abs), 0.880607
missing orbital, largest |value| at descriptors: 7.4e-15 angstrom^-3/2
missing orbital, |value| at former apex: 1.8678 angstrom^-3/2
lambda_min at 0.1 and 0.2 deg past node: 7.4629e-07, 2.9835e-06
their ratio: 3.9978
orbital overlaps across node (core, 3 base, moving): 1.0000 0.5556 0.5556 0.8889 -0.0001
two largest singular values of the jump: 2.00000, 0.00005
Perdew-Zunger correction: Coulomb part, xc part, sum (eV)
  tetrahedron: -293.2242 264.8990 -28.3253
  0.01 deg before node: -289.1820 262.9751 -26.2069
  0.01 deg past node: -290.6560 263.7584 -26.8976
  jump: -1.4741 0.7834 -0.6907
change over the same step at 90 deg: 6.7e-04 eV
ring, integral of det rho for N = 3: 6.000000
ring, |det S| at equilateral point: 5.1e-16
ring, smallest det S on circle of 0.05 rad: 0.001249
oscillator pair near zero density (oscillator units): det rho = 4.05e-13, det S = 1.000000
```
